# The Fundamental Gap and the Exchange-Correlation Derivative Discontinuity

## What goes wrong

Take a system of \(N\) electrons and suppose that its ground-state density is known without error. Find the Kohn-Sham potential that reproduces this density, and read off the distance between the highest occupied and the lowest unoccupied level. It is tempting to call this distance the energy gap. In the two-electron model treated below it is 0.066 hartree, whereas the energy needed to take an electron from one copy of the system and add it to another, distant copy is 0.609 hartree. No approximate functional is to blame, since the density and the potential are those of the model itself.

The missing part is a constant by which the exchange-correlation potential jumps when the electron number passes through an integer. These notes derive that statement.

## The quantities compared

Hartree atomic units are used. Let \(E(N)\) be the ground-state energy of \(N\) electrons in a fixed external potential \(v(\mathbf r)\). The ionization energy and the electron affinity are

\[
I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),
\]

and the fundamental gap is

\[
I-A=E(N-1)+E(N+1)-2E(N).
\]

Let \(\varepsilon_1\le\varepsilon_2\le\dots\) be the Kohn-Sham levels, counted as spin orbitals. The result to be shown is

\[
I-A=\big[\varepsilon_{N+1}(N)-\varepsilon_N(N)\big]+\Delta_{xc},
\qquad
\Delta_{xc}=v_{xc}^{+}(\mathbf r)-v_{xc}^{-}(\mathbf r).
\]

Both levels belong to the potential of the \(N\)-electron density. The signs \(\pm\) denote limits from electron numbers \(N\pm\delta\), with \(\delta\to0^+\) at fixed \(\mathbf r\). Part of the claim is that \(\Delta_{xc}\) does not depend on \(\mathbf r\).

## Energy at fractional electron number

To differentiate with respect to electron number we need states with a fractional average number. These are statistical mixtures of states with integer numbers \(M\), with weights \(p_M\ge0\), \(\sum_M p_M=1\) and \(\sum_M p_M M=N+\omega\), where \(0\le\omega\le1\). For given weights the lowest energy is \(\sum_M p_M E(M)\).

We assume that \(E\) is convex at the integers: each added electron lowers the energy by no more than the previous one did. For Coulomb systems this is an assumption, not a theorem, and it does not hold in every external potential: in the classical limit of point electrons with \(1/r\) repulsion, at most one in each of six suitably placed wells, \(E(3)\) can lie above \([E(2)+E(4)]/2\). Draw the straight line through the points \(N\) and \(N+1\),

\[
L(M)=E(N)-A\,(M-N).
\]

For \(M>N+1\), the increments of \(E\) beyond \(N+1\) are each at least \(-A\), so \(E(M)\ge L(M)\). For \(M<N\), the increments between \(M\) and \(N\) are each at most \(-A\). Their sum is \(E(N)-E(M)\le -A(N-M)\), which again gives \(E(M)\ge L(M)\). Therefore

\[
\sum_M p_ME(M)\ \ge\ \sum_M p_ML(M)=L(N+\omega),
\]

because \(L\) is linear. Mixing \(N\) and \(N+1\) with weights \(1-\omega\) and \(\omega\) reaches this bound. Hence

\[
E(N+\omega)=(1-\omega)E(N)+\omega E(N+1),\qquad
n_{N+\omega}=(1-\omega)n_N+\omega n_{N+1}.
\]

The formula for the density needs two further assumptions. We take the ground states to be nondegenerate apart from spin, and the convexity to be strict, so that \(E(M)>L(M)\) for every other \(M\). If some other \(E(M)\) lay on the line, a different mixture would have the same energy and possibly a different density. The energy is a chain of straight segments with slopes

\[
\mu^-=\frac{dE}{d\mathcal N}\Big|_{N-\delta}=-I,\qquad
\mu^+=\frac{dE}{d\mathcal N}\Big|_{N+\delta}=-A .
\]

If some \(E(M)\) fell below one of these straight lines, other integers would enter the mixture and the slope there need no longer be \(-I\) or \(-A\).

## The jump in the universal functional

Let \(F[n]\) be the minimum of kinetic plus electron-repulsion energy over all mixtures with density \(n\). Then

\[
E(\mathcal N)=\min_{n:\,\int n=\mathcal N}\Big\{F[n]+\int v\,n\,d^3r\Big\}.
\]

We assume that \(F\) is differentiable at noninteger \(\mathcal N\), and that the potentials below have limits as \(\delta\to0^+\). At the minimum, variations that conserve the electron number do not change the energy to first order, so \(\delta F/\delta n(\mathbf r)+v(\mathbf r)\) is a constant \(\mu\). To identify it, let the minimizing density change by \(\delta n\) with \(\int\delta n\,d^3r=d\mathcal N\):

\[
dE=\int\Big(\frac{\delta F}{\delta n}+v\Big)\delta n\,d^3r=\mu\,d\mathcal N .
\]

So \(\mu\) is the slope found above. On the two sides of \(N\),

\[
\frac{\delta F}{\delta n}\Big|^{\pm}=\mu^\pm-v(\mathbf r),
\qquad
\frac{\delta F}{\delta n}\Big|^{+}-\frac{\delta F}{\delta n}\Big|^{-}=\mu^+-\mu^-=I-A .
\]

The derivative of \(F\) jumps by the fundamental gap, at every point of space.

## The Kohn-Sham side

Let \(T_s[n]\) be the lowest kinetic energy of noninteracting electrons with density \(n\), mixtures allowed. We assume that the densities in question are ground-state densities of noninteracting electrons in some multiplicative potential \(v_s\). At number \(N+\omega\) the \(N\) lowest spin orbitals are full and the next has occupation \(\omega\):

\[
E_s(N+\omega)=\sum_{i=1}^{N}\varepsilon_i+\omega\,\varepsilon_{N+1}.
\]

At fixed \(v_s\) the slope is the energy of the partly filled level, \(\varepsilon_f\). The argument just used for \(F\) therefore gives

\[
\frac{\delta T_s}{\delta n(\mathbf r)}=\varepsilon_f-v_s(\mathbf r).
\]

A constant added to \(v_s\) also adds to \(\varepsilon_f\), and the right side does not change. The constant in \(v_s\) is thus still free. Now split

\[
F=T_s+E_H+E_{xc},\qquad
E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\]

with \(v_H=\delta E_H/\delta n\) and \(v_{xc}=\delta E_{xc}/\delta n\). Insert this into \(\delta F/\delta n=\mu-v\):

\[
\varepsilon_f-v_s+v_H+v_{xc}=\mu-v
\quad\Longrightarrow\quad
v_s=v+v_H+v_{xc}+(\varepsilon_f-\mu).
\]

We fix the free constant by \(v_s=v+v_H+v_{xc}\), where \(v_{xc}\) is the full derivative, including its response to a change of electron number. Then \(\varepsilon_f=\mu\). Below \(N\) the partly filled level is number \(N\), and above it is number \(N+1\):

\[
\varepsilon_N^-=-I,\qquad \varepsilon_{N+1}^+=-A .
\]

These two levels belong to different potentials, which must now be compared.

## Why the jump is a constant

As \(\delta\to0^+\), the densities at \(N-\delta\) and \(N+\delta\) both tend to \(n_N\). The limiting potentials \(v_s^-\) and \(v_s^+\) therefore both have \(n_N\) as their \(N\)-electron ground-state density. Let \(\Phi_\pm\) be the corresponding determinants, taken as nondegenerate, with energies \(E_\pm\). If \(\Phi_+\) and \(\Phi_-\) were different states, the variational principle would give the strict inequalities

\[
E_+<E_-+\int(v_s^+-v_s^-)\,n_N\,d^3r,\qquad
E_-<E_++\int(v_s^--v_s^+)\,n_N\,d^3r .
\]

Their sum reads \(E_++E_-<E_-+E_+\), which is impossible. So both potentials have the same ground state \(\Phi\). Subtracting its two Schrödinger equations leaves

\[
\sum_{i=1}^N\big[v_s^+(\mathbf r_i)-v_s^-(\mathbf r_i)\big]\Phi=(E_+-E_-)\Phi .
\]

Where \(\Phi\ne0\), the sum equals a constant for all positions. Moving one electron and holding the others fixed shows that \(v_s^+-v_s^-\) is itself constant.

The external potential is the same on both sides. The Hartree potential is linear in the density, so it changes by an amount proportional to \(\delta\), which vanishes in the limit. The constant thus belongs to exchange and correlation:

\[
v_s^+(\mathbf r)-v_s^-(\mathbf r)=v_{xc}^+(\mathbf r)-v_{xc}^-(\mathbf r)=\Delta_{xc}.
\]

## The decomposition

A constant added to the potential leaves the orbitals alone and raises every level by that constant, so \(\varepsilon_{N+1}^+=\varepsilon_{N+1}^-+\Delta_{xc}\). With the two level theorems,

\[
I-A=\varepsilon_{N+1}^+-\varepsilon_N^-
=\big(\varepsilon_{N+1}^--\varepsilon_N^-\big)+\Delta_{xc}.
\]

This is the result. The bracket is the Kohn-Sham gap, which is the same in either potential.

The jump of \(\delta F/\delta n\) can also be divided among its three parts. For the kinetic part,

\[
(\varepsilon_{N+1}^+-v_s^+)-(\varepsilon_N^--v_s^-)
=\varepsilon_{N+1}^-+\Delta_{xc}-\varepsilon_N^--\Delta_{xc}
=\varepsilon_{N+1}^--\varepsilon_N^- .
\]

The kinetic functional supplies the Kohn-Sham gap, the Hartree energy supplies nothing, and \(E_{xc}\) supplies \(\Delta_{xc}\).

A second form expresses \(\Delta_{xc}\) through Kohn-Sham levels alone. Throughout \(N<\mathcal N<N+1\) the partly filled level stays at \(-A\), and so does its limit as \(\mathcal N\to N+1\) from below. There it is the highest occupied level of the \((N+1)\)-electron system. Since \(\varepsilon_{N+1}^-=-A-\Delta_{xc}\),

\[
\Delta_{xc}=\varepsilon_{N+1}(N+1)-\varepsilon_{N+1}(N),
\]

with both potentials taken as limits from below.

## A limiting case with two sites

Two electrons on two equal sites show how the parts share the gap. Let \(t>0\) be the hopping amplitude and \(U\ge0\) the repulsion of two electrons on one site, with site energies zero. One electron has \(E(1)=-t\). Three electrons are one doubly occupied site plus a hole that hops, so \(E(3)=U-t\).

For two electrons, the symmetric singlet with one electron per site has energy 0, and the symmetric combination of the two doubly occupied configurations has energy \(U\). Each of the two configurations in the first state couples to each of the two in the second by \(-t\). With the normalization \(1/\sqrt2\) of both states the coupling is \(\tfrac12\cdot4\cdot(-t)=-2t\). The lower root of \(E(E-U)=4t^2\) is

\[
E(2)=\frac U2-\frac12\sqrt{U^2+16t^2}.
\]

Hence

\[
I-A=E(1)+E(3)-2E(2)=\sqrt{U^2+16t^2}-2t .
\]

By symmetry each site holds one electron. The Kohn-Sham sites then have equal potentials, and the levels \(\mp t\) are \(2t\) apart. What remains is

\[
\Delta_{xc}=\sqrt{U^2+16t^2}-4t .
\]

Without repulsion \(\Delta_{xc}=0\), and the Kohn-Sham gap is the whole gap. For \(t\to0\) the Kohn-Sham gap closes while \(\Delta_{xc}\to U\): the cost of putting two electrons on one site is then carried by the jump alone. In this model \(\Delta_{xc}\) is never negative. The general derivation did not fix its sign.

## Worked example on a grid

The electrons now move on a line of 23 points, 0.5 bohr apart, between hard walls at \(\pm6\) bohr. Two wells a distance \(R=4\) bohr apart attract them, and they repel one another:

\[
v(x)=-\sum_{\pm}\frac{1.5}{\sqrt{(x\mp R/2)^2+1}},\qquad
w(x,x')=\frac{1}{\sqrt{(x-x')^2+1}} .
\]

The grid Hamiltonian defines the model, so the energies are not estimates for a continuous line. In the derivation, \(w\) replaces the Coulomb repulsion and sums replace integrals. Numerical diagonalization of the many-electron Hamiltonian (iterative, for the lowest states, when there are three or four electrons) gives, in hartree,

\[
E(1)=-1.52334,\quad E(2)=-2.65627,\quad E(3)=-3.18050 .
\]

For \(N=2\) this means

\[
I=-1.52334+2.65627=1.13293,\qquad
A=-2.65627+3.18050=0.52423,
\]

\[
I-A=1.13293-0.52423=0.60870 .
\]

The fourth electron is bound by 0.15680, so the energies are convex from \(N=0\) to 4. Larger numbers were not computed, and convexity there is assumed.

Both electrons occupy one spatial orbital, \(\varphi=\sqrt{n_2/2}\). Its Schrödinger equation \(T\varphi+v_s\varphi=\varepsilon\varphi\), with \(T\) the kinetic matrix, can be solved for the potential:

\[
v_s(x)=\varepsilon-\frac{(T\varphi)(x)}{\varphi(x)} .
\]

The spin orbitals \(\varepsilon_2\) and \(\varepsilon_3\) are the first and second spatial levels of this potential. Their distance is 0.06574, which leaves

\[
\Delta_{xc}=0.60870-0.06574=0.54296 .
\]

In electronvolts the fundamental gap of 16.6 is made up of a Kohn-Sham gap of 1.8 and a jump of 14.8.

So far \(\Delta_{xc}\) is a difference. It can also be found from the functionals themselves. Along the mixed densities, the derivative of \(E_{xc}\) with respect to electron number just above \(N=2\) is

\[
S^+=\sum_x v_{xc}^+(x)\,[n_3(x)-n_2(x)] .
\]

Because \(n_3-n_2\) sums to one, \(S^+\) fixes the constant in \(v_{xc}^+\) once its shape is known. The derivative just below, with \(n_2-n_1\), does the same for \(v_{xc}^-\). On both sides the shape is taken as \(v_s-v-v_H\) of the two-electron density, which relies on the uniform shift derived above. \(F\) along the mixed densities is built from the straight-line energy, so its jump is \(I-A\) by construction, and what is tested is the numerical derivative of \(T_s\) and \(E_H\). This route assumes neither level theorem. It puts the two levels at \(-1.13293\) and \(-1.06719\), the first of which is \(-I\), and gives a jump of 0.54296. The same procedure gives 0.06574 for the kinetic functional and zero for the Hartree energy. The numerical check also finds the partly filled level at \(-0.52423=-A\) for \(\mathcal N=2.1\), for 2.5 and in the limit 3 from below, so that the second form yields

\[
\Delta_{xc}=-0.52423+1.06719=0.54296 .
\]

## How the jump appears at finite \(\delta\)

At finite \(\delta\) the shift of the Kohn-Sham potential is only roughly uniform. The constant in each potential is fixed by the level theorems, with the partly filled level at \(-A\) above \(N=2\) and at \(-I\) below. In hartree, relative to the limit from below:

| \(\delta\) | \(x=0\) | \(x=2\) bohr | \(x=5.5\) bohr |
|---|---|---|---|
| 0.1 | 0.481 | 0.552 | 0.435 |
| 0.01 | 0.536 | 0.544 | 0.529 |
| 0.001 | 0.542 | 0.543 | 0.541 |

The largest deviation from \(\Delta_{xc}\) anywhere on the grid falls from 0.108 at \(\delta=0.1\) to 0.000015 at \(\delta=10^{-5}\). A tiny fraction of an electron thus lifts the whole potential by more than half a hartree.

In an unbounded system the order of limits matters. Far from a finite system with \(0<A<I\), let the densities \(n_N\) and \(n_{N+1}\) decay as \(e^{-2\sqrt{2I}\,r}\) and \(e^{-2\sqrt{2A}\,r}\), up to slower factors. At \(N+\delta\) the term \(\delta\,n_{N+1}\) then dominates at large \(r\), however small \(\delta\) is. The partly filled orbital must supply this tail. In a potential that tends to \(v_s(\infty)\) it decays as \(e^{-\sqrt{2[v_s(\infty)-\varepsilon_{N+1}]}\,r}\), so \(v_s(\infty)-\varepsilon_{N+1}=A\). With \(\varepsilon_{N+1}=-A\) this gives \(v_s(\infty)=0\): the far potential is not raised. The same argument below \(N\), with \(I\) in place of \(A\), also gives zero.

The raised region can reach about as far as \(\delta\,n_{N+1}\) remains smaller than \(n_N\). Equating the two exponentials, with their prefactors dropped, gives the estimate

\[
r_\delta\approx\frac{\ln(1/\delta)}{2\big(\sqrt{2I}-\sqrt{2A}\big)} .
\]

The dropped prefactors and the size of the system add a term that can be as large as the estimate itself, so the formula gives the logarithmic growth of the region as \(\delta\) shrinks, not its radius at a given \(\delta\). It grows without bound as \(\delta\to0^+\), so every fixed point is eventually raised by \(\Delta_{xc}\). Outside the raised region the potential need not fall straight to zero. If the added electron enters a new spatial orbital, the slowly decaying density just beyond \(r_\delta\) is at first carried by orbital \(N\), whose level lies one Kohn-Sham gap below \(-A\). The potential then dips below zero, toward minus the Kohn-Sham gap for small \(\delta\), and returns to zero only where orbital \(N+1\) takes over.

## Pulling the wells apart

Changing the distance between the wells changes the shares (energies in hartree):

| \(R\) (bohr) | \(I-A\) | Kohn-Sham gap | \(\Delta_{xc}\) | \(\Delta_{xc}/(I-A)\) |
|---|---|---|---|---|
| 2 | 0.827 | 0.379 | 0.448 | 54 % |
| 4 | 0.609 | 0.066 | 0.543 | 89 % |
| 6 | 0.676 | 0.008 | 0.668 | 99 % |

The Kohn-Sham gap nearly closes while the fundamental gap stays open, as in the two-site model at small \(t\). The fundamental gap itself first falls and then rises. The walls are not the cause: with walls at \(\pm8.5\) bohr the three gaps are 0.825, 0.605 and 0.663, the same pattern with shifts of at most 0.013. The two-site gap \(\sqrt{U^2+16t^2}-2t\) has this shape as well. As \(t\) decreases it falls to \(\sqrt3\,U/2\) at \(t=U/\sqrt{48}\) and then rises toward \(U\).

## Consequences for approximate functionals

In the local density approximation \(v_{xc}(\mathbf r)\) is a continuous function of \(n(\mathbf r)\). Since the density is continuous at integer \(N\), this potential has no jump. The difference between the one-sided slopes of the approximate energy is then just its Kohn-Sham gap, \(g_s\).

The gap from total energies can still differ from \(g_s\), because the approximate energy need not be straight between integers. Suppose that it has the same constant curvature \(C\) on both sides of \(N\), with slopes \(\mu^\pm\) at \(N\). Then

\[
E(N+1)=E(N)+\mu^++\tfrac12C,\qquad
E(N-1)=E(N)-\mu^-+\tfrac12C,
\]

and adding these gives

\[
E(N+1)+E(N-1)-2E(N)=\mu^+-\mu^-+C=g_s+C .
\]

Under this assumption, the curvature enters the total-energy gap at the place where the exact gap has \(\Delta_{xc}\), while the level difference contains neither. Nothing in this argument fixes the size of \(C\) or makes it equal to \(\Delta_{xc}\).

The derivation also relied on a multiplicative potential. If the exchange-correlation operator acts differently on different orbitals, the argument for a uniform shift does not apply, and the level difference may contain part of what is here called \(\Delta_{xc}\).

## Computed values

```
grid points 23, spacing 0.5 bohr, walls at +-6.0 bohr
well charge 1.5 e, softening 1.0 bohr, separation 4.0 bohr
E(1) = -1.523339 hartree
E(2) = -2.656269 hartree
E(3) = -3.180503 hartree
E(4) = -3.337306 hartree
I = 1.132929 hartree
A = 0.524234 hartree
ionization energy of N=3 -> 4th electron: E(3)-E(4) = 0.156804 hartree
fundamental gap I-A = 0.608695 hartree = 16.563 eV
KS gap = 0.065737 hartree = 1.789 eV
Delta_xc = I-A-KS gap = 0.542958 hartree = 14.775 eV
From one-sided numerical derivatives at N=2 (hartree):
  eps_H = -1.132929, eps_L = -1.067192
  jump of dF/dn    = 0.608695
  jump of dT_s/dn  = 0.065737
  jump of dE_H/dn  = 0.000000 (magnitude)
  jump of dE_xc/dn = 0.542958
Partly filled KS level from numerical derivatives (hartree):
  N = 2.1: -0.524234
  N = 2.5: -0.524234
  N -> 3 from below: -0.524234
  that level minus eps_L of N=2: 0.542958
KS potential at N=2+delta minus its limit from below (hartree):
  delta    x=0 bohr  x=2 bohr  x=5.5 bohr  max deviation from Delta_xc
  1e-01  0.480987  0.552002  0.435167    0.107791
  1e-02  0.536376  0.543896  0.528815    0.014143
  1e-03  0.542296  0.543052  0.541499    0.001460
  1e-04  0.542892  0.542968  0.542812    0.000146
  1e-05  0.542952  0.542959  0.542944    0.000015
Well separation (bohr); I-A, KS gap, Delta_xc (hartree); Delta_xc/(I-A):
  2.0  0.826957  0.378990  0.447967  0.5417
  4.0  0.608695  0.065737  0.542958  0.8920
  6.0  0.676085  0.007921  0.668164  0.9883
```
